# Delay of a Repeated Wire After Its Resistivity Doubles

## Situation and data

A signal line of length $L$ has resistance $r$ and capacitance $c$ per unit length. It is divided into $k$ equal segments, each driven by a repeater of size $h$. A unit repeater has output resistance $R_0$ and input capacitance $C_0$, so a repeater of size $h$ has output resistance $R_0/h$ and input capacitance $hC_0$. The last segment ends in a gate of the same size $h$.

In the Bakoglu model, the delay of one stage, measured to 50 percent of the final voltage after a step at its input, is

$$
\tau=a\,\frac{R_0}{h}\left(\frac{cL}{k}+hC_0\right)+\frac{rL}{k}\left(b\,\frac{cL}{k}+a\,hC_0\right),\qquad a=0.7,\quad b=0.4 .
$$

The coefficient $a$ is $\ln 2$ rounded, since a single resistor and capacitor reach half the final voltage when $1-e^{-t/RC}=1/2$. The smaller $b$ describes a wire charging its own distributed capacitance. The line delay is $T=k\tau$. Treat $h$ and $k$ as positive real numbers unless told otherwise.

For the numbers, take a copper line with rough, round parameters: width 40 nm, height 80 nm, effective resistivity 4.0 µΩ cm, $L=1000$ µm, $c=0.20$ fF/µm, $R_0=10$ kΩ and $C_0=0.10$ fF.

The repeaters are chosen for the least delay. A process change then doubles the resistivity, while the wire cross-section, the dielectric and the transistors stay the same. Hence $r$ doubles, and $c$, $R_0$ and $C_0$ do not change.

## (a) The original design

**Question.** Find the $h$ and $k$ that minimize $T$, prove that the minimum is global, and evaluate the design.

**Model answer.** Multiplying $\tau$ by $k$ gives four terms:

$$
T=\underbrace{\frac{aR_0cL}{h}}_{A}+\underbrace{aR_0C_0k}_{B}+\underbrace{\frac{b\,rcL^2}{k}}_{C}+\underbrace{a\,rLC_0h}_{D}.
$$

In $A$ the number of segments cancels, because $k$ drivers each charge a wire of length $L/k$. In $B$ the size cancels, because a larger repeater drives a proportionally larger gate. In $C$ one factor $1/k$ survives from $k(L/k)^2$. In $D$ the segment resistances add up to $rL$.

Thus $A$ and $D$ depend on $h$ alone, $B$ and $C$ on $k$ alone, and the two pairs can be minimized separately. For positive $\alpha$ and $\delta$,

$$
\frac{\alpha}{h}+\delta h=\left(\sqrt{\frac{\alpha}{h}}-\sqrt{\delta h}\right)^2+2\sqrt{\alpha\delta}.
$$

The square is never negative, and it vanishes at the single point $h=\sqrt{\alpha/\delta}$, where the two terms are equal. This is therefore the global minimum. With $\alpha=aR_0cL$ and $\delta=arLC_0$,

$$
h_1=\sqrt{\frac{R_0c}{rC_0}},\qquad A=D=\sqrt{\alpha\delta}=aL\sqrt{R_0C_0rc}.
$$

The same identity applied to $B+C$ gives

$$
k_1=L\sqrt{\frac{b\,rc}{aR_0C_0}},\qquad B=C=\sqrt{ab}\,L\sqrt{R_0C_0rc}.
$$

The least delay is the sum of the four terms,

$$
T_1=2\left(a+\sqrt{ab}\right)L\sqrt{R_0C_0rc}.
$$

For the numbers, 4.0 µΩ cm is 40 Ω nm. Division by the cross-section of 3200 nm² gives $r=0.0125$ Ω/nm $=12.5$ Ω/µm. Then

$$
h_1=\sqrt{\frac{10\,000\times0.20}{12.5\times0.10}}=40 .
$$

With $R_0C_0=1$ ps and $rc=2.5\times10^{-3}$ ps/µm²,

$$
k_1=1000\sqrt{\frac{0.4\times2.5\times10^{-3}}{0.7\times1}}=37.8 .
$$

The segments are 26.5 µm long. Since $L\sqrt{R_0C_0rc}=50$ ps, the four terms are $A=D=35.0$ ps and $B=C=26.5$ ps, and $T_1=122.9$ ps.

## (b) Repeaters left as they are

**Question.** The resistivity doubles after the layout is fixed. By what factor does the delay grow? Does the factor depend on $a$ and $b$? Generalize to $r\to xr$.

**Model answer.** Only $C$ and $D$ contain $r$. At the optimum $D=A$ and $C=B$, so

$$
C+D=A+B=\frac{T_1}{2}.
$$

The terms containing the wire resistance supply half of the optimal delay. With $h$ and $k$ fixed they are multiplied by $x$, and the other half stays as it was:

$$
\frac{T_{\rm frozen}}{T_1}=\frac12+\frac{x}{2}=\frac{1+x}{2}.
$$

For $x=2$ the factor is $3/2$, a rise of 50 percent. The coefficients $a$ and $b$ do not enter, because the argument uses only the pairwise equality of the terms. In the example,

$$
T_{\rm frozen}=35.0+26.5+52.9+70.0=184.4\ \text{ps}.
$$

## (c) Repeaters designed anew

**Question.** Now let $h$ and $k$ be chosen again for the new resistivity. Find the growth of the delay, the change of each design variable, and the change in total capacitance. How much is lost by keeping the old repeaters?

**Model answer.** Replacing $r$ by $xr$ in the formulas of part (a) gives

$$
h_2=\frac{h_1}{\sqrt{x}},\qquad k_2=\sqrt{x}\,k_1,\qquad \frac{T_2}{T_1}=\sqrt{x}.
$$

For $x=2$ the delay grows by $\sqrt2=1.414$, that is by 41 percent. The size falls from 40 to 28.3 and the number of stages rises from 37.8 to 53.5. All four terms grow by the same factor: $A\propto1/h$ and $B\propto k$ gain $\sqrt2$ from the redesign, while $C\propto r/k$ and $D\propto rh$ gain 2 from the resistivity and lose $\sqrt2$ through the redesign. Thus

$$
T_2=49.5+37.4+37.4+49.5=173.8\ \text{ps}.
$$

The redesign accepts slower driver terms in return for a larger reduction of the wire terms.

The total repeater size is

$$
hk=\sqrt{\frac{R_0c}{rC_0}}\;L\sqrt{\frac{b\,rc}{aR_0C_0}}=\sqrt{\frac ba}\,\frac{cL}{C_0}.
$$

The resistance $r$ has cancelled, so $hk=1512$ before and after. The capacitance of wire and gates together, $cL+khC_0=200+151.2=351.2$ fF, is also unchanged. At fixed supply voltage, the energy needed to charge it is the same for both designs. The new optimum divides the same total repeater size among more and smaller repeaters.

The difference between the two growth factors is

$$
\frac{1+x}{2}-\sqrt{x}=\frac{x-2\sqrt{x}+1}{2}=\frac{(\sqrt{x}-1)^2}{2}\ge0 .
$$

At $x=2$ it is 0.086, in units of the original delay. Relative to the new optimum, the frozen line is slower by the factor $1.5/1.414=1.061$, or 6.1 percent.

For a small change $x=1+\epsilon$, $\sqrt{x}-1\approx\epsilon/2$ and the difference is about $\epsilon^2/8$. After a 10 percent rise in resistivity, the line with the old repeaters is thus slower than a redesigned one by only about 0.12 percent of the original delay. As a function of $x$, the frozen delay is the straight line tangent to the square-root curve at $x=1$.

For large $x$ the ratio of frozen to reoptimized delay tends to $\sqrt{x}/2$, and redesign becomes important. For $x\to0$ the frozen line keeps the delay $T_1/2$ of its drivers, whereas the formula for the new optimum tends to zero. That second limit cannot be reached, since $k_2$ would fall below one repeater.

## (d) Changing one variable only

**Question.** Suppose that after the doubling only the number of repeaters can be changed, or only their size. Find the growth in each case.

**Model answer.** Let $p=A/T_1=D/T_1$ and $q=B/T_1=C/T_1$, so that $p+q=1/2$. From part (a),

$$
p=\frac{a}{2(a+\sqrt{ab})}=0.2847,\qquad q=\frac12-p=0.2153 .
$$

If $h$ is held at $h_1$, then $A$ stays at $p$ and $D$ doubles to $2p$, in units of $T_1$. The product $BC$ does not depend on $k$ and has doubled, so the least value of $B+C$, which is $2\sqrt{BC}$, rises from $2q$ to $2\sqrt2\,q$. Therefore

$$
\frac{T}{T_1}=3p+2\sqrt2\,q=1.463 .
$$

If $k$ is held at $k_1$, the two pairs exchange roles:

$$
\frac{T}{T_1}=2\sqrt2\,p+3q=1.451 .
$$

Resizing recovers $(3-2\sqrt2)p=0.049$ of the original delay, and changing the number recovers $(3-2\sqrt2)q=0.037$. Because the pairs are independent, these savings add up to the full difference of 0.086. Resizing is worth more here because $p/q=\sqrt{a/b}>1$.

## (e) A line that was not optimal

**Question.** The original repeaters had twice the optimal size, with $k=k_1$. By what factor does the frozen delay grow when $r$ doubles? Compare with repeaters of half the optimal size.

**Model answer.** With $h=2h_1$, $A$ is halved and $D$ is doubled. In units of $T_1$ the starting delay is

$$
\frac p2+q+q+2p=\frac{5p}{2}+2q=1.142 ,
$$

of which the wire terms supply $2p+q=0.785$. Doubling $r$ adds this amount once more, so the growth is

$$
1+\frac{0.785}{1.142}=1.687 .
$$

With $h=h_1/2$ the start is equally slow, but the wire terms supply only $p/2+q=0.358$, and the growth is $1+0.358/1.142=1.31$.

This smaller percentage does not mean a faster line. The final delay is $2p+q+2q+p=3(p+q)=1.5$ in units of $T_1$, the same as for the frozen optimal design. The percentage is smaller because this same final delay is compared with a longer starting delay. The 50 percent result therefore needs a starting design whose wire terms carry half the delay, a condition that the optimum satisfies.

## (f) Beyond the fitted delay formula

**Question.** Replace the formula for $\tau$ by the true 50 percent delay of a linear stage made of the driver resistance, the distributed wire and the gate capacitance. Which of the two growth factors survives?

**Model answer.** Take any design $(h,k)$ at resistance $r$ and pair it with $(h/\sqrt{x},\sqrt{x}\,k)$ at resistance $xr$. The resistances of a stage become

$$
\frac{R_0}{h/\sqrt{x}}=\sqrt{x}\,\frac{R_0}{h},\qquad \frac{xrL}{\sqrt{x}\,k}=\sqrt{x}\,\frac{rL}{k},
$$

and its capacitances $cL/k$ and $hC_0$ are both divided by $\sqrt{x}$. In the circuit equations, capacitance times $dv/dt$ equals voltage differences divided by resistances. Both sides are divided by $\sqrt{x}$, so the waveform and $\tau$ are unchanged, while the number of stages grows by $\sqrt{x}$. Every design thus has a partner whose delay is longer by $\sqrt{x}$, and the pairing is one to one, so the minimum maps to the minimum. The factor $\sqrt{x}$ survives exactly.

The frozen factor survives to first order in the change of $r$. At the optimum the derivatives of $T$ with respect to $h$ and $k$ vanish, so the slope of $T$ with $r$ at fixed design equals the slope of the optimal delay. Since that delay is proportional to $\sqrt{r}$, a small relative change $\epsilon$ in $r$ gives a relative change $\epsilon/2$ in $T$. The true delay is not linear in $r$, however, so $(1+x)/2$ need not hold for a doubling.

A calculation with each segment represented by 40 resistor-capacitor sections, optimized in its own right, gives 1.497 for the frozen line and 1.414 after redesign. For the design of part (a) its delay is 123.7 ps, against 122.9 ps from the fitted formula.

## (g) The real line

**Question.** Judge the parameters and the main neglected effects. Which of them move the growth factors?

**Model answer.** The parameters are rough values for narrow copper wires and small transistors. The effective resistivity exceeds that of bulk copper, roughly 1.7 µΩ cm, because surfaces, grain boundaries and the liner matter at this width. The optimum places a repeater every 26 µm. In wider, less resistive metal with a similar $c$, the number $k_1\propto\sqrt{r}$ would be smaller. This changes the delay, but not the two factors within the model. The model also assumes that all the resistance between repeaters doubles, but each segment is reached through vias, whose resistance need not double.

*Vias.* Take a rough 20 Ω at each end of a segment and hold it fixed. The near via carries the charge of wire and gate, the far via that of the gate. The added delay at the old design is

$$
0.7\times20\ \Omega\times(200+2\times151.2)\ \text{fF}=7.0\ \text{ps},
$$

which gives 129.9 ps. This part does not double. With the vias included in each optimization, the factors fall to 1.475 and 1.393. These values use the fitted formula; in the distributed linear stage of part (f) the same vias add 7.5 ps and give 1.470 and 1.392.

*Temperature.* Let the line be designed at 25 °C and used at 105 °C, with a temperature coefficient of 0.003 per kelvin, a high value for so narrow a wire, and unchanged transistors. The resistance in use is $1.24\,r$, and by part (b) the delay is $(1+1.24)/2=1.12$ times $T_1$, or 137.7 ps. Suppose that the process change adds a resistivity independent of temperature, so that the hot resistance becomes $2.24\,r$. The frozen growth is then

$$
\frac{(1+2.24)/2}{1.12}=1.446 .
$$

A line redesigned for $2r$ at 25 °C sees a resistance 1.12 times its design value, and its growth is

$$
\frac{\sqrt2\,(1+1.12)/2}{1.12}=1.338 .
$$

If the excess of the original resistivity over that of bulk copper is also independent of temperature, the coefficient is nearer $0.0039\times1.7/4.0=0.00166$ per kelvin, and the two factors become 1.469 and 1.370. In both cases the added resistivity does not double the hot resistance, which lowers both factors. If the hot resistance did double, redesign would again give 1.414, while the frozen factor would be $(1+2.48)/(2\times1.12)=1.554$ for the coefficient 0.003. Within the model, the factor 1.5 follows when the resistance in use doubles and the original line is used at the resistance for which it was designed.

*Slow input edges.* Real repeaters are driven by ramps. For a ramp much slower than the stage, the lag of a linear stage tends to its Elmore delay, which corresponds to $a=1$ and $b=0.5$. At the old design this gives 170.9 ps, 39 percent above the step-driven value. This is a limiting value: in the linear model, ramps about as long as the stage delay give a lag between the two. If the repeaters are chosen for the least delay with these coefficients, both growth factors are unchanged, since they do not depend on $a$ and $b$. If instead the design of part (a) is used in this limit, its wire terms supply $(33.1+50.0)/170.9=0.486$ of the delay, and the frozen factor is 1.486.

*Output capacitance.* A repeater output capacitance of 0.10 fF per unit size replaces $C_0$ by $C_0+0.10$ fF in $B$ alone. The optimal delay rises to 144.8 ps. The terms still pair as before, so both factors remain.

*Whole repeaters.* Rounding gives 38 stages before and 53 after, with factors 1.499 and 1.414. On a line short enough to need only one or two repeaters, rounding can matter more.

*Inductance and skin effect.* An inductance of 1 pH/µm changes the step-driven delay by 0.13 percent. Dividing 0.35 by the stage delay gives 108 GHz. This is a high estimate of the edge frequency, because the rule uses the rise time from 10 to 90 percent, which is longer than the delay here. Even at 108 GHz the skin depth is 307 nm, well above the wire's 80 nm height. Neither effect matters at this level of accuracy.

Of the effects sized here, fixed via resistance and heating to 105 °C move the growth factors most. The numerical output below lists most of the values used.

## Calculated quantities

```
wire width, height: 40, 80 nm
resistivity before: 4.0 uOhm cm
line length: 1000 um
r before: 12.50 Ohm/um
c: 0.20 fF/um
R0: 10.0 kOhm
C0: 0.10 fF
optimal h before: 40.00
optimal k before: 37.80
segment length before: 26.46 um
delay before: 122.92 ps
before A,B,C,D: 35.00, 26.46, 26.46, 35.00 ps
delay, r doubled, frozen: 184.37 ps
frozen A,B,C,D: 35.00, 26.46, 52.92, 70.00 ps
optimal h after: 28.28
optimal k after: 53.45
delay, r doubled, reoptimized: 173.83 ps
reoptimized A,B,C,D: 49.50, 37.42, 37.42, 49.50 ps
growth frozen: 1.5000
growth reoptimized: 1.4142
frozen over reoptimized: 1.0607
growth, only k redesigned: 1.4631
growth, only h redesigned: 1.4511
share p = A/T: 0.2847
share q = B/T: 0.2153
h*k before: 1511.9
h*k after: 1511.9
wire + gate capacitance before: 351.2 fF
wire + gate capacitance after: 351.2 fF
frozen growth from h twice optimal: 1.6869
RC ladder delay before: 123.70 ps
RC ladder growth frozen, reopt: 1.4967, 1.4142
Elmore (slow edge) delay before: 170.87 ps
Elmore growth frozen, reopt: 1.5000, 1.4142
unit output capacitance tried: 0.10 fF
optimal delay with it: 144.83 ps
growth with it frozen, reopt: 1.5000, 1.4142
via resistance per segment end: 20 Ohm
delay with vias, same h and k: 129.95 ps
growth with vias frozen, reopt: 1.4748, 1.3931
integer k before, after: 38, 53
integer k growth frozen, reopt: 1.4988, 1.4142
inductance tried: 1.0 pH/um
delay change by inductance: 0.13 percent
edge frequency 0.35/(stage delay): 108 GHz
skin depth there: 307 nm
temperature coefficient tried: 0.0030 1/K
heating above design temperature: 80 K
hot delay before: 137.66 ps
hot growth frozen, reopt: 1.4464, 1.3385
```
